\section*{Minimum hybridisation gap of an inverted electron-hole heterostructure}

\section*{The model}

Consider a planar heterostructure in which an electron subband lives mainly in one layer and a hole subband mainly in its neighbour. The structure is called inverted when, at zero in-plane wave vector, the electron level lies below the hole level. Let the overlap at $k=0$ be $2M_0>0$ and measure energies from its middle. With $\hbar$ kept explicit, and isotropic parabolic subbands of masses $m_e,m_h>0$, the uncoupled energies are
\begin{equation}
E_e=-M_0+Pk^2,\qquad E_h=M_0-Qk^2,\qquad
P=\frac{\hbar^2}{2m_e},\quad Q=\frac{\hbar^2}{2m_h}.
\end{equation}
Here $\mathbf k=k(\cos\varphi,\sin\varphi)$ is the in-plane wave vector.

The two subband states are taken to differ by one unit of angular momentum about the growth axis, as an $s$-like electron with $j_z=1/2$ and a heavy hole with $j_z=3/2$ do. In a rotationally symmetric model their coupling must then carry one unit of angular momentum. It vanishes at $k=0$ and starts as $A(k_x+ik_y)=Ake^{i\varphi}$, with $A$ real. In the basis (electron, hole),
\begin{equation}
H=\begin{pmatrix}-M_0+Pk^2 & Ake^{i\varphi}\\ Ake^{-i\varphi} & M_0-Qk^2\end{pmatrix}.
\label{eq:H}
\end{equation}
The states of opposite spin form a second block, the time-reversed copy of this one. The blocks are assumed uncoupled, so each level found below is doubly degenerate. Interactions enter only through the values of the parameters.

\section*{(a) The two bands}

\textit{Find the energies of (\ref{eq:H}) and the vertical gap, the separation of the bands at a common $\mathbf k$.}

\textbf{Solution.} Separate the mean of the diagonal elements from half their difference:
\begin{align}
\tfrac12(E_e+E_h)&=\tfrac12(P-Q)k^2\equiv Dk^2,\\
\tfrac12(E_e-E_h)&=-M_0+\tfrac12(P+Q)k^2\equiv -M_0+Bk^2\equiv M(k).
\end{align}
The characteristic equation is
\begin{equation}
(Dk^2+M-E)(Dk^2-M-E)-A^2k^2=0 .
\end{equation}
The product equals $(E-Dk^2)^2-M^2$, and therefore
\begin{equation}
E_\pm=Dk^2\pm\sqrt{f},\qquad f=(-M_0+Bk^2)^2+A^2k^2 .
\label{eq:bands}
\end{equation}
The phase $\varphi$ has dropped out, so the bands are isotropic. The vertical gap is $E_+-E_-=2\sqrt f$. It does not contain $D$: a term common to both diagonal elements shifts both bands equally at each $k$.

\section*{(b) The least vertical gap}

\textit{Minimise the vertical gap over all $\mathbf k$. When is the minimum at nonzero $k$?}

\textbf{Solution.} Since $2\sqrt f$ increases with $f$, it is enough to minimise $f$. Put $x=k^2$, which is restricted to $x\ge0$. Expanding and completing the square gives
\begin{align}
f&=M_0^2-(2M_0B-A^2)x+B^2x^2\\
&=B^2(x-x_*)^2+g^2,\qquad x_*=\frac{2M_0B-A^2}{2B^2},\quad g^2=M_0^2-B^2x_*^2 .
\label{eq:square}
\end{align}
Two quantities simplify these expressions: the wave vector $k_0$ at which the uncoupled bands cross, and a dimensionless coupling strength $\eta$,
\begin{equation}
k_0^2=\frac{M_0}{B},\qquad \eta=\frac{A^2}{2M_0B}.
\end{equation}
Then $A^2/(2B^2)=\eta M_0/B$, so that
\begin{equation}
x_*=k_0^2(1-\eta),\qquad g^2=M_0^2\left[1-(1-\eta)^2\right]=M_0^2\,\eta(2-\eta).
\end{equation}

If $\eta<1$, the vertex $x_*$ of the parabola is positive and can be reached. The least gap is $2g$. To restore the original parameters, write
\begin{equation}
\eta(2-\eta)=\frac{A^2}{2M_0B}\,\frac{4M_0B-A^2}{2M_0B},
\end{equation}
which gives
\begin{equation}
\boxed{\;\Delta=2M_0\sqrt{\eta(2-\eta)}=\frac{|A|}{B}\sqrt{4M_0B-A^2},\quad
k_*=k_0\sqrt{1-\eta},\quad\text{if } A^2<2M_0B.\;}
\label{eq:main}
\end{equation}
If $\eta\ge1$, the vertex lies at $x_*\le0$. On the physical range $f$ then rises from $x=0$, and the least gap is $2M_0$, at $k=0$. The two results join continuously, since $\eta(2-\eta)=1$ at $\eta=1$. The expression for $\Delta$ must not be used beyond this point: there it refers to a negative $k^2$.

Inversion alone is thus not sufficient for a minimum at nonzero $k$; the overlap must exceed a threshold, $M_0>A^2/(2B)$. Without inversion, $M_0<0$, the coefficient of $x$ in $f$ is $A^2+2|M_0|B>0$, and the minimum is at $k=0$ for any coupling.

The expansion at small $k$ shows what competes. From $\sqrt f\simeq M_0-(2M_0B-A^2)k^2/(2M_0)$,
\begin{equation}
2\sqrt f=2M_0+\left(\frac{A^2}{M_0}-2B\right)k^2+O(k^4).
\end{equation}
The term $-2Bk^2$ is the approach of the two uncoupled bands. The term $A^2k^2/M_0$ is second-order level repulsion: each level is pushed by $A^2k^2/(2M_0)$ away from the other. The gap shrinks on leaving $k=0$ if the approach is faster than the repulsion. At threshold the quadratic terms cancel, $f=M_0^2+B^2k^4$, and the minimum is quartic.

Moving the minimum to $k=0$ does not end the inversion. For $A\neq0$, $f$ can vanish only if $k=0$ and $M_0=0$ together. The gap closes there, and it is there that the order of the levels at $k=0$ changes.

\section*{(c) Comparison with the gap at the bare crossing}

\textit{A simple estimate takes the gap at $k_0$, where the uncoupled bands cross. How does it compare with $\Delta$ for $\eta<1$, and what is the electron content of the upper state at $k_*$?}

\textbf{Solution.} At $k_0$ the difference term $M(k_0)$ vanishes, and the vertical gap is $2|A|k_0$. Since $A^2k_0^2=(2M_0B\eta)(M_0/B)=2\eta M_0^2$,
\begin{equation}
\frac{\Delta}{2|A|k_0}=\frac{2M_0\sqrt{\eta(2-\eta)}}{2M_0\sqrt{2\eta}}=\sqrt{1-\frac{\eta}{2}} .
\end{equation}
The estimate is too large, and it becomes accurate as $\eta\to0$. The reason is that the coupling grows with $k$. On moving inward from $k_0$, the contribution $A^2k^2$ to $f$ falls at first order in the displacement, while $M^2$ rises only at second order. The minimum therefore lies inside the crossing.

For the composition, let $w_e$ and $w_h=1-w_e$ be the electron and hole weights of the upper state. The difference $w_e-w_h$ is the expectation value of $\partial H/\partial M$ at fixed $Dk^2$ and $Ak$. By the Hellmann--Feynman theorem it equals $\partial\sqrt f/\partial M=M/\sqrt f$. At the minimum $M(k_*)=-M_0+M_0(1-\eta)=-\eta M_0$ and $\sqrt f=g$, so
\begin{equation}
w_e=\frac12\left(1-\frac{\eta M_0}{M_0\sqrt{\eta(2-\eta)}}\right)
=\frac12\left(1-\sqrt{\frac{\eta}{2-\eta}}\right).
\end{equation}
For weak coupling the state is an equal mixture. As $\eta\to1$ the electron weight tends to zero, as it must: the minimum has then moved to $k=0$, where the upper state is the pure hole state.

\section*{(d) The gap between the band edges}

\textit{Thermal activation depends on the lowest point of $E_+$ and the highest point of $E_-$, which need not lie at the same $k$. Find these edges and the gap between them.}

\textbf{Solution.} Write $s(x)=\sqrt f$, so that $E_\pm=Dx\pm s$. Because $P,Q>0$,
\begin{equation}
B^2-D^2=PQ>0,\qquad |D|<B .
\end{equation}
From (\ref{eq:square}), $s'=B^2(x-x_*)/s$ and $s''=B^2g^2/s^3$.

Take first $\eta<2$, for which $g^2>0$. Then $E_+$ is convex and $E_-$ concave in $x$, and the slope at $x=0$ decides whether an edge is displaced. With $s(0)=M_0$ and $s'(0)=f'(0)/(2M_0)=A^2/(2M_0)-B$,
\begin{align}
E_+'(0)&=D-B+\frac{A^2}{2M_0}=\frac{A^2}{2M_0}-Q,\\
E_-'(0)&=D+B-\frac{A^2}{2M_0}=P-\frac{A^2}{2M_0}.
\end{align}
The conduction edge is at nonzero $k$ if $E_+'(0)<0$, the valence edge if $E_-'(0)>0$:
\begin{equation}
\text{conduction: } A^2<2M_0Q,\qquad \text{valence: } A^2<2M_0P .
\label{eq:edges}
\end{equation}
For $\eta\ge2$ we have $g^2\le0$ and $x_*<0$. Then $s\le B(x-x_*)$, hence $s'\ge B>|D|$; $E_+$ rises and $E_-$ falls from $x=0$, and both edges are at $k=0$. This agrees with (\ref{eq:edges}), because $A^2\ge4M_0B=2M_0(P+Q)$ exceeds both thresholds.

The mass in each condition has a direct meaning. At $k=0$ the conduction state is the hole state, which curves downward with coefficient $Q$ and is pushed upward by repulsion. The valence state is the electron state, with coefficient $P$. The threshold of part (b), $2M_0B$, is the mean of the two.

Suppose both edges are displaced. Let $u=x-x_*$. Stationarity of $E_+$ requires $B^2u/s=-D$. Squaring, with $s^2=B^2u^2+g^2$,
\begin{equation}
B^4u^2=D^2(B^2u^2+g^2)\;\Rightarrow\;u^2=\frac{D^2g^2}{B^2PQ}.
\end{equation}
The sign of $u$ is opposite to that of $D$, so $u=-Dg/(B\sqrt{PQ})$. Also
\begin{equation}
s=g\sqrt{\frac{D^2}{PQ}+1}=\frac{gB}{\sqrt{PQ}} .
\end{equation}
The conduction edge is therefore
\begin{equation}
E_c=Dx_*-\frac{D^2g}{B\sqrt{PQ}}+\frac{gB}{\sqrt{PQ}}
=Dx_*+g\,\frac{B^2-D^2}{B\sqrt{PQ}}=Dx_*+g\,\frac{\sqrt{PQ}}{B}.
\end{equation}
For $E_-$ the condition is $B^2u/s=+D$. Then $u$ changes sign, and $E_v=Dx_*-g\sqrt{PQ}/B$. With $\Delta=2g$,
\begin{equation}
\boxed{\;E_c-E_v=\Delta\,\frac{\sqrt{PQ}}{B}=\Delta\,\frac{2\sqrt{m_em_h}}{m_e+m_h},\quad
k_{c,v}^2=x_*\mp\frac{Dg}{B\sqrt{PQ}},\quad A^2<2M_0\min(P,Q).\;}
\label{eq:edgegap}
\end{equation}
For equal masses this is the vertical gap; otherwise it is smaller. If only one edge is displaced, the other stays at $k=0$ with energy $\pm M_0$. For $m_e<m_h$ the conduction edge returns to $k=0$ first, and the gap is then $M_0-Dx_*+g\sqrt{PQ}/B$.

\section*{(e) Numbers for a broken-gap double quantum well}

\textit{Evaluate the results for $m_e=0.04$ and $m_h=0.10$ free-electron masses, $M_0=10$ meV and $A=0.040$ eV\,nm. Then vary the overlap at fixed masses and $A$.}

\textbf{Solution.} These are round values in the rough range of broken-gap semiconductor double quantum wells. They give $P=0.9525$, $Q=0.3810$, $B=0.6667$ and $D=0.2857$, all in eV\,nm$^2$. Hence
\begin{align}
\eta&=\frac{(0.040)^2}{2(0.010)(0.6667)}=0.120,\qquad
k_0=\sqrt{\frac{0.010}{0.6667}}=0.1225\ \text{nm}^{-1},\\
k_*&=0.1225\sqrt{0.880}=0.115\ \text{nm}^{-1},\qquad
\Delta=20\sqrt{0.120\times1.880}=9.50\ \text{meV}.
\end{align}
The minimum is well inside the nonzero-$k$ regime: at this overlap $A$ would have to reach 0.1155 eV\,nm to bring it to $k=0$. The gap at the bare crossing is 9.80 meV, about 3\% above $\Delta$. The electron weight of the upper state at $k_*$ is 0.37.

The mass factor is $2\sqrt{0.04\times0.10}/0.14=0.9035$, and the gap between the edges is $0.9035\times9.50=8.58$ meV. The conduction edge lies at 0.099 nm$^{-1}$ and the valence edge at 0.129 nm$^{-1}$, on either side of $k_*$.

At this $A$ the thresholds in $M_0$ are 0.84 meV (valence edge), 1.20 meV (vertical gap) and 2.10 meV (conduction edge). Diagonalising (\ref{eq:H}) and searching over $k$ gives
\begin{center}
\begin{tabular}{cccc}
$M_0$ (meV) & $\Delta$ (meV) & $k_*$ (nm$^{-1}$) & $E_c-E_v$ (meV)\\
0.5 & 1.00 & 0 & 1.00\\
1.0 & 2.00 & 0 & 1.97\\
1.5 & 2.94 & 0.021 & 2.70\\
3.0 & 4.80 & 0.052 & 4.34\\
10.0 & 9.50 & 0.115 & 8.58\\
20.0 & 13.65 & 0.168 & 12.33
\end{tabular}
\end{center}
where $\Delta$ now denotes the least vertical gap in either regime. At $M_0=1.0$ meV the vertical minimum is still at $k=0$, but the valence edge has already left it, so the edge gap is below $2M_0$. At 1.5 meV the formula for one displaced edge applies: $1.50-0.13+1.33=2.70$ meV.

Below threshold the gap grows as $2M_0$; far above it, (\ref{eq:main}) tends to $2|A|\sqrt{M_0/B}$, a square root. That growth holds at fixed $A$. If a larger overlap is obtained by widening the wells, $A$ may change too, and the gain must be recalculated.

\section*{(f) What a real well adds}

\textit{Estimate how far the neglected effects move the edge gap of 8.58 meV, and at what temperature and field it is useful.}

\textbf{Solution.} Four band effects were added to the two spin blocks, and the resulting $4\times4$ matrix was diagonalised. Hole warping replaces $Q$ by $Q(1+0.2\cos4\varphi)$. Nonparabolicity replaces $Pk^2$ by the energy $\epsilon$ that solves $\epsilon(1+\epsilon/E_g)=Pk^2$, with $E_g=0.4$ eV. Rashba coupling joins the two electron states with strength $0.01k$ eV, $k$ in nm$^{-1}$. Inversion asymmetry joins each electron state to the hole state of opposite spin by 0.5 meV, independent of $k$. These strengths are assumed, rough values. The changes are
\begin{center}
\begin{tabular}{lc}
Effect & Change (meV)\\
warping & $-1.4$\\
nonparabolicity & $+0.2$\\
Rashba coupling & $-0.7$\\
inversion asymmetry & $-0.9$\\
all four together & $-2.7$
\end{tabular}
\end{center}
Together they leave about 5.9 meV, a reduction of 31\% relative to the edge gap of the simple model. Doubling the mesh in $k$ moves this result by less than 0.01 meV. It depends slightly on how the asymmetry term, taken real here, is oriented relative to the warping axes: reversing the sign of the warping leaves 6.0 meV instead of 5.9 meV. Warping by itself cannot raise the edge gap: along directions with $\cos4\varphi=0$ the isotropic bands recur, and the other directions can only lower the conduction edge or raise the valence edge.

\textit{Temperature and disorder.} With Fermi statistics and charge neutrality, the isotropic model has $4\times10^5$ thermal electrons per cm$^2$ at 4 K, but $1.6\times10^{11}$ at 77 K and $5.5\times10^{11}$ at 300 K. The bare crossing encloses, with two spins, a density $k_0^2/(2\pi)=2.4\times10^{11}$ cm$^{-2}$. At 77 K the thermal carriers are thus already comparable with it, and a gap of this size makes the interior of the structure a good insulator only at a few kelvin. The edges of a sample are a separate matter. In the inverted model with $A\neq0$, each spin block has states bound to the sample edges with energies inside the gap, so a sample can still conduct along its edges when its interior does not. A mobility of $10^5$ cm$^2$/Vs gives a lifetime $\tau=\mu m_e/e$ and a broadening $\hbar/\tau=0.3$ meV, small beside the gap. This uses the transport lifetime of the electron layer. The states near the gap are partly hole-like, and the broadening is larger if the hole mobility is much lower or if the single-particle lifetime is shorter than the transport lifetime.

\textit{Electric field.} An in-plane field drives $k$ through the region of least gap and can transfer carriers between the bands. Following a lower-band state from $k=0$ to $4k_0$ without scattering gives a transfer probability of 1\% at 1 kV/cm and 37\% at 5 kV/cm. This is for a single passage of the gap region, with $\mathbf k$ along the field. The Landau--Zener estimate for a field $F$, $\exp[-\pi A^2k_0/(2BeF)]$, gives 1\% and 40\%; starting at $k=0$ adds an oscillation about this value, of some tens of percent of it near 1 kV/cm. A state driven from large negative to large positive $k$ passes the region twice, and the two amplitudes interfere; when the single-passage probability is small, the total can reach about four times its value. A field of 1 kV/cm is an upper limit, not a safe value. One percent of the $2.4\times10^{11}$ states per cm$^2$ inside the crossing is already of order $10^9$ cm$^{-2}$, far above the thermal density at 4 K. The time $\hbar k_0/eF=0.8$ ps to sweep through $k_0$ is not much shorter than the lifetime $\tau=2.3$ ps, so neglecting scattering is only a rough approximation. Heating and impact ionisation, which are not in the model, can break down the gap at lower fields.

\textit{Coulomb energies.} These are the most serious omission. Take layers 10 nm apart and a relative permittivity of 15. Transferring the density $k_0^2/(2\pi)$ between them costs a potential step of about 29 meV, more than the whole overlap of 20 meV. The electrons in the electron layer raise its level relative to the hole layer, so the overlap shrinks as charge is transferred. The parameter $M_0$ must therefore be read as the self-consistent overlap, not as the band offset before transfer. The bare attraction between an electron and a hole at that distance is about 10 meV. The binding energy of a pair is smaller, because confining the pair costs kinetic energy, but it can still be an appreciable part of the gap. This model does not determine how electron-hole correlation changes the gap.

Set beside real broken-gap wells, where gaps inferred from transport are roughly a few meV, the model gives the right order of magnitude. Its assumption of isotropic, spin-decoupled bands costs about 3 meV here, and its neglect of interactions may cost more. The result is a single-particle gap of some 6 to 9 meV for the chosen parameters, not a prediction for a given device. The main values behind this section are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUT (rough values, broken-gap double quantum well)
electron mass, hole mass = 0.04, 0.10 m0
half overlap M0 = 10.0 meV; coupling A = 0.040 eV nm
P = 0.9525, Q = 0.3810 eV nm^2
B = 0.6667, D = 0.2857 eV nm^2
VERTICAL GAP
eta = 0.1200
critical coupling sqrt(2 M0 B) = 0.1155 eV nm
bare crossing k0 = 0.1225 nm^-1
position of least gap k* = 0.1149 nm^-1
least vertical gap = 9.499 meV
gap at the bare crossing 2 A k0 = 9.797 meV
electron weight of upper state at k* = 0.3737
BAND EDGES
conduction edge = 8.063 meV at 0.0991 nm^-1
valence edge = -0.520 meV at 0.1288 nm^-1
mass factor = 0.9035
edge-to-edge gap = 8.582 meV
THRESHOLDS in M0 at this A (nonzero k above them)
valence edge: 0.840 meV
vertical gap: 1.200 meV
conduction edge: 2.100 meV
M0 (meV), vertical gap (meV), k* (nm^-1), edge gap (meV)
  0.5    1.000   0.0000    1.000
  1.0    2.000   0.0000    1.971
  1.5    2.939   0.0212    2.699
  3.0    4.800   0.0520    4.337
 10.0    9.499   0.1149    8.582
 20.0   13.646   0.1679   12.329
NEGLECTED BAND TERMS: change of edge-to-edge gap
hole warping 20 %: -1.447 meV
nonparabolicity, Kane gap 0.4 eV: +0.201 meV
Rashba 0.01 eV nm: -0.680 meV
inversion asymmetry 0.5 meV: -0.868 meV
all four: -2.683 meV
shift on doubling the k mesh: -0.00754 meV
TEMPERATURE, DISORDER, FIELD, COULOMB
density enclosed by bare crossing = 2.387e+11 cm^-2
T = 4 K: kT = 0.345 meV, electrons = 3.60e+05 cm^-2
T = 77 K: kT = 6.635 meV, electrons = 1.63e+11 cm^-2
T = 300 K: kT = 25.852 meV, electrons = 5.48e+11 cm^-2
hbar/tau at mobility 1e+05 cm2/Vs = 0.289 meV
breakdown probability at 1 kV/cm = 0.0099
breakdown probability at 5 kV/cm = 0.3694
layer separation = 10 nm, permittivity = 15
charging energy of that density = 28.80 meV
electron-hole Coulomb scale = 9.60 meV
\end{verbatim}
